# Smearing bias, mesh noise and triangles for the double-delta sum

## The physical question

For a given matrix element and phonon energy, a phonon of wave vector \(q\) couples more strongly to the electrons of a metal the more pairs of states on the Fermi surface it connects. Its contribution to the pairing strength, \(\lambda_q\), therefore contains a product of two delta functions. On a finite mesh almost no point satisfies even one of these conditions. Broadening the delta functions gives a finite answer, but one that depends on both the width and the mesh. We determine these errors for a band whose exact \(\lambda_q\) is known, and compare broadening with linear interpolation in triangles, the two-dimensional form of the tetrahedron method.

Take one band on a square lattice with lattice constant 1,

\[
\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y).
\]

Energies are measured in the hopping \(t\), the natural unit of this model. The electron-phonon matrix element \(g\) and phonon energy \(\omega\) are constants. Let \(N_F\) be the density of states per spin at the Fermi level \(\mu\), and let \(\langle\cdots\rangle\) be the average over the Brillouin zone. We use

\[
\lambda_q=\frac{2g^2}{\omega N_F}\,\xi(q),\qquad
\xi(q)=\langle\delta(\varepsilon_{\mathbf k}-\mu)\,
\delta(\varepsilon_{\mathbf k+\mathbf q}-\mu)\rangle .
\]

When \(\mathbf q\) runs over the zone at fixed \(\mathbf k\), so does \(\mathbf k+\mathbf q\). The \(q\)-average of \(\xi\) is therefore \(N_F^2\), and that of \(\lambda_q\) is \(\lambda=2g^2N_F/\omega\).

The example has \(\mu=-2.4t\), \(g=0.5t\) and \(\omega=0.05t\). These are round model parameters. With \(N_F=0.10108/t\),

\[
\lambda=\frac{2(0.5)^2}{0.05}\,(0.10108)=1.011 .
\]

## The exact nesting function

Let \(\mathbf q=(q,0)\) with \(0<q<2\pi\), and define \(s=\sin(q/2)\), \(c=\cos(q/2)\). Centre the momentum by writing \(\mathbf p=\mathbf k+\mathbf q/2\). Call the energies of the two states \(E=\varepsilon_{\mathbf p-\mathbf q/2}\) and \(E'=\varepsilon_{\mathbf p+\mathbf q/2}\). Since \(\cos(p_x\pm q/2)=c\cos p_x\mp s\sin p_x\), their mean and difference are

\[
M=\frac{E+E'}2=-2t(c\cos p_x+\cos p_y),\qquad
D=E'-E=4ts\sin p_x .
\]

The change from \((E,E')\) to \((M,D)\) has unit Jacobian. Because \(D\) does not depend on \(p_y\),

\[
\left|\frac{\partial(M,D)}{\partial(p_x,p_y)}\right|
=|2t\sin p_y|\,|4ts\cos p_x| .
\]

For given \(D\), with \(|D|<4ts\), there are two solutions \(\cos p_x=\eta C\), where \(\eta=\pm1\) and \(C=\sqrt{1-(D/4ts)^2}\). The equation for \(M\) then gives \(\cos p_y=-w\), with \(w=M/2t+\eta cC\). If \(|w|<1\), there are two solutions for \(p_y\), of opposite sign, each with \(|\sin p_y|=\sqrt{1-w^2}\). Summing inverse Jacobians, with the zone factor \(1/4\pi^2\), gives the joint density of pairs:

\[
F(M,D)=A\sum_{\eta=\pm1}\frac1C f\!\left(\frac M{2t}+\eta cC\right),
\]

\[
f(w)=\frac1{\sqrt{1-w^2}},\qquad A=\frac1{16\pi^2t^2s},
\]

where terms with \(|w|>1\) are absent. The nesting function is its value at \(M=\mu\), \(D=0\):

\[
\xi(q)=A\sum_{\eta}f(w_\eta),\qquad w_\eta=\frac\mu{2t}+\eta c .
\]

For our \(\mu\) and \(0<q<\pi\), \(w_-=-1.2-c\) is below \(-1\), so one branch remains. It has two crossings, \(\mathbf k=(-q/2,\pm p)\), with \(\cos p=1.2-c\). They exist while \(c>0.2\), that is for \(q<2\arccos0.2=2.739\). This limit is \(2k_F\), because the Fermi wave vector on the axis obeys \(\cos k_F=0.2\).

At \(q=1.5\), \(s=0.6816\), \(w_+=-0.4683\) and \(\sqrt{1-w_+^2}=0.8836\), so

\[
\xi=\frac1{16\pi^2(0.6816)(0.8836)t^2}=\frac{0.01051}{t^2},
\qquad \lambda_q=1.040 .
\]

At \(q=2.5\), closer to \(2k_F\), \(\lambda_q=1.416\). The closed form was tested against narrow-width mesh sums extrapolated to zero width, including a case at \(\mu=-0.6t\) where both branches contribute.

## Bias from the Gaussian width

Replace each delta function by a normalized Gaussian \(G_\sigma\) of standard deviation \(\sigma\), and suppose first that the mesh is infinitely fine. From \(E=M-D/2\) and \(E'=M+D/2\),

\[
(E-\mu)^2+(E'-\mu)^2=2(M-\mu)^2+\tfrac12D^2 .
\]

The product of Gaussians is thus a normalized Gaussian with variance \(\sigma^2/2\) in \(M\) and \(2\sigma^2\) in \(D\). The smeared sum \(S_\sigma\) is the average of \(F\) with this weight. Odd terms of the Taylor expansion vanish, leaving

\[
S_\sigma=\xi+\frac{\sigma^2}{4}F_{MM}+\sigma^2F_{DD}+O(\sigma^4).
\]

The first derivative needed is \(F_{MM}=A\sum_\eta f''(w_\eta)/4t^2\). For the second, use \(C=1-D^2/(32t^2s^2)+\cdots\), which gives \(C_{DD}=-1/(16t^2s^2)\) and \(C_D=0\) at \(D=0\). Since \(\partial_C[C^{-1}f]=-f+\eta cf'\) at \(C=1\),

\[
F_{DD}=\frac{A}{16t^2s^2}\sum_\eta(f-\eta cf') .
\]

The relative bias is therefore \(B\sigma^2\), with

\[
B=\frac{\sum_\eta\left[f''+(f-\eta cf')/s^2\right]}
{16t^2\sum_\eta f},
\]

\[
f'=\frac{w}{(1-w^2)^{3/2}},\qquad f''=\frac{1+2w^2}{(1-w^2)^{5/2}} .
\]

At \(q=1.5\) the two terms in the bracket, divided by \(f\), are 2.36 and 3.10, so \(B=5.46/16=0.341/t^2\). At \(q=2.5\) they are 54.3 and 2.5, and \(B=3.55/t^2\). The tenfold increase comes from \(f''\): the joint density bends sharply near its edge.

For \(\sigma=0.1t\), the formula predicts 0.34% at \(q=1.5\), and the converged sum has a bias of 0.345%. At \(q=2.5\) it predicts 3.6%, but the sum gives 4.8%. The singularity in \(M\) lies only \(2t(1+w_+)=0.23t\) below \(\mu\), so this width is no longer small.

At larger widths the bias at \(q=2.5\) is 13.3% for \(\sigma=0.2t\) but 4.5% for \(\sigma=0.3t\). For \(M<\mu\), the Gaussian picks up the high density just inside the edge, which raises the sum. Two other regions lower it: \(M>\mu\), where the density is smaller than at \(\mu\), and the region beyond the edge, where \(F=0\). Between these two widths, the loss beyond the edge grows the most. The smaller error at \(0.3t\) is therefore a partial cancellation, not convergence.

### Why the total can hide the error

On a periodic mesh, with \(q\) on the same mesh, averaging the smeared sum over all \(\mathbf q\) separates the two factors:

\[
\langle S_\sigma(\mathbf q)\rangle_{\mathbf q}=N_\sigma^2,\qquad
N_\sigma=\langle G_\sigma(\varepsilon_{\mathbf k}-\mu)\rangle .
\]

The total \(\lambda\) thus depends on the width only through the smeared density of states \(N_\sigma\). With the exact \(N_F\) kept in the denominator, its relative bias is \((N_\sigma/N_F)^2-1\), about twice that of \(N_\sigma\). At \(\sigma=0.2t\) this bias is 0.36%, while that of \(\lambda_q\) at \(q=2.5\) is 13%. Smearing mainly moves weight between wave vectors. A converged total is no evidence that individual \(\lambda_q\) are converged. If \(\omega\) depended on \(q\), this cancellation would no longer be guaranteed even in the total.

## Where the small-width expansion fails

**Small \(q\).** As \(q\to0\), the exact \(\xi\) grows as \(1/s\). At \(q=0\) the smeared factors coincide, and for a slowly varying density of states

\[
S_\sigma(0)\simeq N_F\int G_\sigma(E)^2dE
=N_F\frac{\sqrt\pi\,\sigma}{2\pi\sigma^2}
=\frac{N_F}{2\sqrt\pi\,\sigma}.
\]

The width now sets the answer. For \(\sigma=0.05t\) this gives \(\lambda_0=10/(2\sqrt\pi\times0.05)=56.4\), as the mesh sum does. There is also a physical limit. Absorbing a real phonon requires \(D=\omega\), whereas \(|D|\le4ts\). For \(4ts<\omega\) no such transition exists, yet the double delta, which neglects \(\omega\), gives a large value.

**The edge \(q=2k_F\).** Here \(w_+=-1\) at the Fermi level. Near it, \(1+w\simeq(M-\mu)/2t\); the correction from \(D\) is of order \(\sigma^2/t^2\), smaller than the retained term of order \(\sigma/t\). Hence \(1-w^2\simeq(M-\mu)/t\) for \(M>\mu\), and there are no states for \(M<\mu\). With \(M-\mu=\sigma z/\sqrt2\),

\[
S_\sigma\simeq A\sqrt t\left(\frac{\sqrt2}{\sigma}\right)^{1/2}
\frac1{\sqrt{2\pi}}\int_0^\infty z^{-1/2}e^{-z^2/2}dz .
\]

The substitution \(u=z^2/2\) turns the integral into \(2^{-3/4}\Gamma(1/4)\), so

\[
S_\sigma(2k_F)\simeq A\sqrt{\frac t\sigma}\,
\frac{\Gamma(1/4)}{2\sqrt\pi}.
\]

The exact value diverges, while the smeared peak grows as \(\sigma^{-1/2}\). The mesh sum gives \(\lambda_q=3.27\) at \(\sigma=0.04t\) and 5.34 at \(0.015t\); the law gives the same rounded values. A peak height quoted without its width has no meaning here.

**Beyond the edge.** At \(q=2.9\) there are no crossings and \(\lambda_q=0\). With \(\sigma=0.1t\) the smeared result is 0.084. Its relative error is undefined, so an absolute tolerance is needed.

## Noise from a coarse mesh

Now keep \(\sigma\) fixed and use an \(N\times N\) mesh with spacing \(h=2\pi/N\), displaced by \(\boldsymbol\Delta\). Expand the smeared summand in a Fourier series, \(\sum_{\mathbf R}a_{\mathbf R}e^{i\mathbf R\cdot\mathbf k}\). The mesh average removes every harmonic except those with \(\mathbf R=\mathbf L=N(n,m)\), for integers \(n,m\):

\[
S_{N,\sigma}=S_\sigma+\sum_{\mathbf L\ne0}
a_{\mathbf L}e^{i\mathbf L\cdot\boldsymbol\Delta}.
\]

To estimate \(a_{\mathbf L}\), linearize the band near a crossing. This requires the band to be nearly linear over the region that determines the Fourier integral. With one branch, the velocities at \((-q/2,\pm p)\) are

\[
\mathbf v=2t(-s,\pm\sin p),\qquad
\mathbf v'=2t(s,\pm\sin p).
\]

For a displacement \(\boldsymbol\kappa\) from the crossing, the mixed terms cancel in the sum of squares:

\[
(\mathbf v\cdot\boldsymbol\kappa)^2+
(\mathbf v'\cdot\boldsymbol\kappa)^2
=8t^2(s^2\kappa_x^2+\sin^2p\,\kappa_y^2).
\]

After division by \(2\sigma^2\), the Gaussian exponents are \(-\alpha_x\kappa_x^2-\alpha_y\kappa_y^2\), with \(\alpha_x=4t^2s^2/\sigma^2\) and \(\alpha_y=4t^2\sin^2p/\sigma^2\). The Fourier transform of \(e^{-\alpha\kappa^2}\) is reduced by \(e^{-L^2/4\alpha}\), so each harmonic carries the factor

\[
W_{nm}=\exp\left[-\frac{(\sigma N)^2}{16t^2}
\left(\frac{n^2}{s^2}+\frac{m^2}{\sin^2p}\right)\right].
\]

Each crossing supplies \(\xi/2\). Their phases \(e^{\mp iNmp}\) combine to give \(|a_{\mathbf L}|=\xi W_{nm}|\cos(Nmp)|\). Averaging the squared error over all shifts removes products of different harmonics, and

\[
\left(\frac{\text{rms noise}}\xi\right)^2
=\sum_{(n,m)\ne(0,0)}W_{nm}^2\cos^2(Nmp).
\]

At \(q=1.5\), \(N=40\) and \(\sigma=0.02t\), the measured noise is 332% of the exact result, although the leading bias is only \(0.341(0.02)^2=0.014\%\). Raising \(\sigma\) to \(0.1t\) lowers the noise to 34.7%; the law gives 35.8%. With \(N=80\) and \(\sigma=0.05t\), the product \(\sigma N\) and all the \(W_{nm}\) are unchanged, yet the noise is 19.3%. In the law, the difference comes from the interference factor \(\cos(Nmp)\).

The first harmonics \(\pm\mathbf L\) along one axis have a combined relative amplitude of at most \(2W\). Requiring \(2W\le\eta_n\) in the less damped direction gives the working estimate

\[
N\ge\frac{4t\max(s,\sin p)}\sigma\sqrt{\ln(2/\eta_n)} .
\]

It neglects the other harmonics and band curvature, so it is not a strict bound.

## Linear triangles

Divide every mesh square into two triangles by a diagonal. At the three corners store \(e_i=\varepsilon_{\mathbf k_i}-\mu\) and \(e_i'=\varepsilon_{\mathbf k_i+\mathbf q}-\mu\), and interpolate both linearly. The barycentric coordinates \(\beta_i\) of the point where both vanish obey

\[
\sum_i\beta_i=1,\qquad\sum_i\beta_ie_i=0,\qquad
\sum_i\beta_ie'_i=0 .
\]

The vector \(\boldsymbol\beta\) is perpendicular to both energy vectors, so

\[
\boldsymbol\beta=\frac{\mathbf e\times\mathbf e'}{d},\qquad
d=\sum_i(\mathbf e\times\mathbf e')_i .
\]

The crossing lies in the triangle if all \(\beta_i\ge0\). Taking two of the coordinates as variables, \(d^2k=h^2d\beta_2d\beta_3\), while the Jacobian of the energies is

\[
(e_2-e_1)(e'_3-e'_1)-(e_3-e_1)(e'_2-e'_1)=d .
\]

The triangle therefore contributes

\[
\frac{h^2}{4\pi^2|d|}=\frac1{N^2|d|}.
\]

No width appears. A crossing on a shared edge must be assigned to one triangle, or the mesh shifted, to prevent double counting. If \(d=0\), the interpolated contours are parallel and the formula does not apply.

### The remaining mesh noise

Absence of broadening does not make the result accurate to second order. The double delta selects points in two dimensions, and each weight depends on the gradient in one triangle.

For this separable band, both triangles in a square have the same interpolated gradients. If the square has centre \((\bar x,\bar y)\), a finite difference gives

\[
\frac{-2t[\cos(\bar x+h/2)-\cos(\bar x-h/2)]}{h}
=2tr\sin\bar x,\qquad r=\frac{\sin(h/2)}{h/2}.
\]

The other components follow in the same way, and

\[
\begin{aligned}
\frac{|d|}{h^2}&=4t^2r^2|\sin\bar y\,[\sin\bar x-\sin(\bar x+q)]|\\
&=8t^2r^2s\,|\cos(\bar x+q/2)\sin\bar y| .
\end{aligned}
\]

Both \(r\) and the cosine differ from 1 by \(O(h^2)\). The first-order error comes from \(\bar y=\pm p+hb_\pm\), where \(b_\pm\) is the offset of the cell centre from the crossing. Expanding \(1/|\sin\bar y|\) and averaging the two equal contributions gives the relative error

\[
\frac{h\cot p}{2}(b_--b_+)+O(h^2).
\]

Let \(\phi\) be the fractional part of \(2p/h\), the distance between the crossings in mesh steps. Under a uniform shift, \(b_--b_+\) equals \(\phi\) with probability \(1-\phi\), and \(\phi-1\) with probability \(\phi\). Its mean is zero and its variance is \(\phi^2(1-\phi)+(1-\phi)^2\phi=\phi(1-\phi)\). Thus

\[
\frac{\text{standard deviation}}\xi\simeq
\frac{h|\cot p|}2\sqrt{\phi(1-\phi)} .
\]

For \(q=1.5\) and \(N=80\), the law gives 1.02% and the measured value is 1.04%. At \(N=40\) the values are 1.68% and 1.84%. The mean error falls from 0.56% to 0.14% when \(N\) doubles, consistent with \(O(h^2)\). A single calculation, however, has one mesh shift and is exposed to the first-order scatter.

### Using the true velocities

The crossing position is better than the interpolated gradient. We can keep that position and replace the weight by \(1/(4\pi^2|\mathbf v\times\mathbf v'|)\), using the true band velocities there.

Let \(u_x,u_y\in[0,1]\) locate the crossing within its square. Linear interpolation of a function with second derivative \(f_{xx}\) adds \(\frac12h^2f_{xx}u_x(1-u_x)\) to leading order, and similarly for \(y\). At a crossing both energies have second derivatives \(2tc\) and \(2t\cos p\), so both acquire the same error:

\[
\delta E=th^2[cu_x(1-u_x)+\cos p\,u_y(1-u_y)] .
\]

The displacement \(\boldsymbol\delta\) of the crossing obeys \(\mathbf v\cdot\boldsymbol\delta=\mathbf v'\cdot\boldsymbol\delta=-\delta E\). Subtraction gives \(\delta_x=0\), and the remaining equation reduces \(|k_y|\) by \(\delta E/(2t\sin p)\). Since the weight varies as \(1/\sin|k_y|\), its relative error is

\[
\frac{h^2\cos p}{2\sin^2p}
[cu_x(1-u_x)+\cos p\,u_y(1-u_y)] .
\]

Each product \(u(1-u)\) has mean \(1/6\) and maximum \(1/4\). The mean relative error is therefore

\[
\frac{h^2\cos p\,(c+\cos p)}{12\sin^2p},
\]

and, for the positive cosines considered here, the leading-order error is bounded by the same expression with 8 in place of 12; the bound is reached only when both crossings can lie at cell midpoints together, that is for \(\phi\) near 0 or 1. At \(q=1.5\), \(N=40\), the predicted mean is 0.1480% and the measured one 0.1485%.

## Choosing a method at equal error

Ask for a relative error \(\eta=1\%\) at \(q=1.5\). For smearing, allot half to bias and half to noise:

\[
\sigma=\sqrt{\frac{0.005}{0.3411}}\,t=0.121t,\qquad
N\ge\frac{4(0.8836)}{0.1211}\sqrt{\ln400}\simeq71.4,
\]

hence \(N=72\). For linear triangles, the limiting first-order error \(h|\cot p|/2\) gives \(N=167\). With true velocities, the largest leading-order error gives \(N=19\).

At \(q=2.5\), the same estimates give \(\sigma=0.0375t\) and \(N=248\) for smearing, \(N=597\) for linear triangles and \(N=50\) with true velocities. Over 40 random mesh shifts, the worst errors in the six cases lie between 0.63% and 1.01%. The slight excess over 1% is compatible with leading-order estimates.

At fixed \(q\), the required \(N\) scales as \(\eta^{-1/2}\sqrt{\ln(1/\eta)}\) for smearing with a matched width, as \(\eta^{-1}\) for linear triangles, and as \(\eta^{-1/2}\) with true velocities. Plain triangles remove the choice of \(\sigma\), but need the finest mesh in both examples. The gain comes from combining their crossing search with accurate velocities.

The estimates assume isolated crossings of a smooth two-dimensional band, and the ranking is that of these two examples. The order of smearing and linear triangles depends on \(q\) and on the tolerance. As \(q\to0\), for instance, \(B\) grows as \(1/s^2\), so the matched width shrinks as \(s\) and smearing needs an ever finer mesh, while the triangle coefficient \(|\cot p|/2\) stays finite. As \(q\to2k_F\), \(\sin p\to0\) and all three error coefficients grow without limit; once the two crossings are about a mesh step apart, the triangle expansions fail too. If velocities are themselves interpolated, their error must be added. In three dimensions the double delta selects curves instead of points, so the noise law for linear triangles cannot be carried over unchanged.

The numerical output below lists the values for each width and mesh.

## Computed values

```
inputs: t = 1.0, mu = -2.4 t, g = 0.5 t, omega = 0.05 t
N_F = 0.101083 per t and spin; total lambda = 1.01083
edge wave vector 2k_F = 2.73888 (1/a)
q = 1.5 1/a: s = 0.68164, c = 0.73169, p = 1.08342 1/a
  xi = 0.010514 1/t^2, lambda_q = 1.04018
  bias coefficient B = 0.3411 1/t^2
q = 2.5 1/a: s = 0.94898, c = 0.31532, p = 0.48499 1/a
  xi = 0.014313 1/t^2, lambda_q = 1.41601
  bias coefficient B = 3.5525 1/t^2
converged smearing bias in %: q=1.5, q=2.5, total lambda
  sigma = 0.05 t: 0.086, 0.938, 0.022
  sigma = 0.1 t: 0.345, 4.827, 0.088
  sigma = 0.2 t: 1.429, 13.256, 0.357
  sigma = 0.3 t: 3.440, 4.537, 0.815
q = 0, sigma = 0.05 t: smeared lambda_q = 56.4221
2k_F, sigma = 0.04 t: smeared lambda_q = 3.2733, law 3.2697
2k_F, sigma = 0.015 t: smeared lambda_q = 5.3415, law 5.3394
q = 2.9 1/a, sigma = 0.1 t: exact 0, smeared lambda_q = 0.08416
smearing noise (rms over mesh shifts) in %, q = 1.5: measured, law
  N = 40, sigma = 0.02 t: 331.92, 332.09
  N = 40, sigma = 0.05 t: 136.04, 137.11
  N = 40, sigma = 0.1 t: 34.66, 35.80
  N = 80, sigma = 0.05 t: 19.29, 19.78
triangles, q = 1.5, errors in %: linear mean, std, law; true-velocity mean, law
  N = 40: 0.561, 1.841, 1.682; 0.1485, 0.1480
  N = 80: 0.141, 1.037, 1.024; 0.0371, 0.0370
mesh N for error 1 %, and worst error in % over 40 shifts
  q = 1.5 1/a: smearing sigma = 0.1211 t, N = 72, worst 0.978
    linear triangles N = 167, worst 0.628
    true-velocity triangles N = 19, worst 0.956
  q = 2.5 1/a: smearing sigma = 0.0375 t, N = 248, worst 1.009
    linear triangles N = 597, worst 0.826
    true-velocity triangles N = 50, worst 0.840
```
